Why an edge-dislocation dipole scatters electrons weakly at small angles

**Q:** My deformed aluminium lines contain many edge dislocations, and some sit in pairs of opposite sign. I am told that such a pair hardly deflects electrons through small angles. Before the pair, what does one dislocation do to an electron?

**A:** It strains the lattice, and in the free-electron model used here the volume part of the strain shifts the electron's energy. In real aluminium, whose Fermi surface crosses zone faces, shear strain couples as well. That field is also odd in position, so the pair factor derived below applies to it, but the strength and the dependence on direction found here belong to the free-electron model. Let the line run along z with Burgers vector b along x, in an isotropic, linearly elastic crystal with Lamé constant λ, shear modulus G and Poisson ratio ν.

The dislocation is the edge of a slipped area: for x < 0 the material above the plane y = 0 has moved by +b relative to that below. With H the unit step function, this is a plastic shear strain

εᵖ_xy = εᵖ_yx = (b/2) δ(y) H(−x).

Stress comes from the total strain ε minus the plastic part. With Δ = ∇·u the dilatation,

σ_ij = λΔ δ_ij + 2G(ε_ij − εᵖ_ij), and ∂_j σ_ij = 0 in equilibrium.

Take the divergence once more. Since ε_ij = (∂_i u_j + ∂_j u_i)/2, we have ∂_i∂_j ε_ij = ∇²Δ. The plastic term is

∂_i∂_j εᵖ_ij = 2∂_x∂_y εᵖ_xy = −b δ(x) δ′(y),

because the derivative of H(−x) is −δ(x). Hence

(λ + 2G)∇²Δ = −2Gb δ(x) δ′(y).

In two dimensions ∇² ln r = 2πδ(x)δ(y), and the solution that decays far away is

Δ = −[2G/(λ+2G)] (b/2π) ∂_y ln r = −(b/2π) [(1−2ν)/(1−ν)] y/r².

The last form uses λ = 2Gν/(1−2ν). The crystal is compressed above the line and dilated below it.

**Q:** How does dilatation become a potential in a metal, where charge is screened?

**A:** Screening fixes it. Where the lattice dilates, the ion density falls from n to n(1−Δ), and over long distances the electron density must follow. For free electrons the local Fermi energy, measured from the band bottom, varies as density to the power 2/3. If V is the shift of the band bottom, a uniform electrochemical potential requires

V + E_F(1 − 2Δ/3) = E_F, so V = (2/3)E_F Δ.

At finite wavevector q neutrality is incomplete. In the Thomas-Fermi approximation the electron density changes by −N₀V, with N₀ = 3n/(2E_F) the density of states, and the ion density by −nΔ. Poisson's equation for V, the potential energy of a charge −e, reads

q²V = (e²/ε₀)(nΔ − N₀V).

With q_TF² = e²N₀/ε₀ and n/N₀ = 2E_F/3, this gives

V = (2/3)E_F Δ / (1 + q²/q_TF²).

The denominator is close to 1 at small angles, so I drop it and return to it with numbers. Then

V(r) = −(Λ/2π) y/r², Λ = (2/3)E_F b(1−2ν)/(1−ν).

**Q:** And how strongly does that scatter?

**A:** The potential does not depend on z, so k_z is conserved and only the in-plane wavevector κ turns, through an angle θ. The change is q = κ′ − κ, of length 2κ sin(θ/2). In the Born approximation we need V(q) = ∫d²r e^{−iq·r} V(r).

Transforming ∇² ln r = 2πδ(x)δ(y) gives −2π/q² for the transform of ln r at q ≠ 0. A derivative ∂_y multiplies by iq_y, so y/r² becomes −2πi q_y/q², and

V₁(q) = iΛ q_y/q².

For the rate, take an area A, in which the matrix element is V(q)/A. The golden rule sums over final states:

rate = (2π/ħ)(1/A) ∫ κ′dκ′ dθ/(2π)² |V(q)|² δ(E−E′).

The integral of κ′dκ′ over the delta function is m/ħ², so the rate is (1/A)(m/2πħ³)∫|V|²dθ. Dividing by the incident flux ħκ/(mA) gives a cross section per unit length of line, which is a width:

dσ/dθ = m²|V(q)|²/(2πħ⁴κ).

Let the electron arrive along x. Then q_y/q² = cos(θ/2)/[2κ sin(θ/2)], which tends to 1/(κθ). With the dimensionless number η = mΛ/(ħ²κ),

dσ₁/dθ → η²/(2πκθ²).

Adding both sides outside a small cutoff angle θ_m gives a total of about η²/(πκθ_m). It grows without limit as θ_m → 0. That is the forward divergence.

**Q:** Does it occur for every direction of arrival?

**A:** No. For arrival along y, q_y/q² = −1/(2κ) at every angle, and the single line has the finite Born width η²/(8πκ) per radian. At an angle φ from x, the forward strength carries a factor cos²φ. In the Born approximation the divergence is absent only for arrival along ±y.

**Q:** Now bring in the partner. Why should two scatterers do less than one?

**A:** Because the partner's potential has the opposite sign. Turning the first dislocation by half a turn about z reverses its Burgers vector, so V₋(r) = V₊(−r). The strain potential is odd in r, hence V₋(q) = −V₁(q).

Put the +b line at d/2 and the −b line at −d/2. A displacement by R multiplies a transform by e^{−iq·R}, so

V_pair(q) = V₁(q)[e^{−iq·d/2} − e^{+iq·d/2}] = −2i sin(q·d/2) V₁(q),

|V_pair|² = 4 sin²(q·d/2) |V₁|².

At small q the factor is (q·d)², which cancels the 1/q² of the single line. For arrival along x, q·d → κθd⊥, where d⊥ is the part of d perpendicular to the beam. The forward limit is

dσ_pair/dθ → [η²/(2πκθ²)](κθd⊥)² = η²κd⊥²/(2π).

It is finite. If d lies along the beam, q·d is itself of order θ² and the forward width vanishes in the Born approximation.

**Q:** So the pair always scatters less?

**A:** No. Two lines at unrelated positions give 2|V₁|² on average, because their cross term averages out. Writing the pair factor as 2[1 − cos(q·d)] shows that the pair is weaker where cos(q·d) > 0. Starting from the forward direction, that means

|q·d| < π/2.

Beyond this the pair can scatter up to twice as much as two independent lines. Relative to independent lines, interference weakens the forward directions and strengthens others. It does not empty them: in the aluminium example below, the pair's width per angle is still largest near the forward direction.

**Q:** The algebra is clear, but I would like a picture of what the wave does.

**A:** Follow a fast electron along a straight path at height y above one line. Its velocity is v = ħκ/m, and the potential adds the phase

−(1/ħv)∫V dx = (Λ/2πħv)∫ y dx/(x²+y²) = (η/2) sgn(y),

since Λ/(ħv) = η. The result does not depend on the distance |y|. Far paths feel a weaker potential, but for proportionally longer. One dislocation therefore leaves the wavefront with a step η between its upper and lower halves, at every height |y| that is small compared with the length of the path. For an unlimited path this holds however far out you look. A step has a transform that varies as 1/q, and its square is the divergence.

The partner makes the opposite step. Outside the two lines the steps cancel. Between them they add, leaving a strip of width d⊥ whose phase is shifted by η. A strip of finite width diffracts a finite amount into the forward direction.

The picture also goes beyond the Born approximation. The scattered wave is the strip's change, e^{∓iη} − 1, times the strip's transform 2 sin(qd⊥/2)/q. Squaring and integrating over dq/2π,

σ_pair = |e^{∓iη} − 1|² ∫ (dq/2π) 4 sin²(qd⊥/2)/q² = 4 sin²(η/2) d⊥.

With u = qd⊥/2 the integral is (d⊥/π)∫(sin²u/u²)du = d⊥. For small η this is the Born total, η²d⊥. The strip formula needs small angles, hence κd⊥ ≫ 1, and little spreading of the wave between the two lines. A wave diffracted through about 1/(κd⊥) spreads by d∥/(κd⊥) over the part d∥ of d along the beam, so d∥ ≪ κd⊥² is needed too.

**Q:** Put numbers on it for aluminium.

**A:** I take rough values: n = 180 nm⁻³, b = 0.29 nm, ν = 0.35, and a dipole of length 10 nm at 45° to x, so d⊥ = 7.07 nm. The electron arrives along x with κ = k_F. Then

k_F = (3π²n)^{1/3} = 17.5 nm⁻¹, E_F = 11.6 eV,

Λ = (2/3)(11.62 eV)(0.29 nm)(0.30/0.65) = 1.04 eV nm.

Since ħv = 2E_F/k_F, the phase step is

η = Λk_F/(2E_F) = 1.037 × 17.47/23.24 = 0.78 rad.

The forward limit of the pair is

0.779² × 17.47 × 7.07²/(2π) = 84 nm/rad.

Compare two independent lines with the pair, at fixed direction of arrival:

- 0.1°: 3630 against 84 nm/rad, a ratio of 0.023
- 0.5°: 145 against 76 nm/rad, a ratio of 0.52
- 1.0°: 36 against 56 nm/rad, a ratio of 1.5
- 1.4°: 18.5 against 36.8 nm/rad, a ratio of 1.99

The crossover lies at θ = π/(2κd⊥) = 0.73°. "Small angle" here means less than a degree, and a longer dipole makes the range smaller.

The pair's total width, integrated over all angles, is 4.27 nm; the estimate η²d⊥ gives 4.30 nm. Two independent lines have no finite total until a cutoff is chosen. Excluding q below 1/(31.6 nm), the inverse mean spacing at 10¹⁵ lines per m², gives 12.2 nm. That number depends on the cutoff; the pair's does not need one.

**Q:** A step of 0.78 rad is not tiny. Can I trust the Born result?

**A:** For the total width it is about 5% too large. The strip formula gives 4 sin²(η/2)/η² = 0.950. A separate calculation propagated a wave through this pair in the small-angle (paraxial) approximation, with the pair repeated every 64 nm across the beam. Its total width divided by η², relative to the same quantity at η = 0.05, was 0.945. For a larger step of 1.5 rad the two values were 0.826 and 0.817. The propagation smoothed the 1/r singularity over 0.05 nm. Lengths from 0.02 to 0.1 nm move 0.945 by about 0.001 and 0.817 by about 0.003, and smoothing over b gives 0.949 and 0.829. Electrons with more of their momentum along z have smaller κ and larger steps: at half the in-plane wavevector, η = 1.56 rad.

**Q:** Then pairing the dislocations should lower my resistivity.

**A:** Hardly, in this model. A straight line conserves k_z, so its strain does not resist a current along the line. For current across the lines, averaged over its direction, resistivity counts lost forward momentum, and each deflection is weighted by

1 − cosθ = 2 sin²(θ/2) = q²/(2κ²).

This removes the single line's divergence by itself. Write q_y = q sinα. The weighted width of one line is [η²/(4πκ)] sin²α per radian. Averaged over directions of arrival, with κ fixed, sin²α gives 1/2, and integration over 2π gives

σ_tr = η²/(4κ) = 0.0087 nm.

All angles contribute equally, so about 94% of this comes from q > 1/b, where continuum elasticity no longer describes the strain. The value is only indicative.

For the pair, relative to two independent lines, we need the average of 2 sin²α [1 − cos(q·d)]. Let d make the angle φ_d with x, put β = α − φ_d, and write 2 sin²α = 1 − cos2α. The Bessel integral

J_m(z) = ⟨e^{i(z sin t − mt)}⟩, averaged over t,

with t = β + π/2, gives ⟨cos(z cosβ)⟩ = J₀(z) and ⟨cos2β cos(z cosβ)⟩ = −J₂(z). The sin2β part of cos2α averages to zero. The ratio at fixed θ is therefore

1 − J₀(z) − cos(2φ_d) J₂(z), z = 2κd sin(θ/2).

To average over θ, multiply two integrals for J_m(a), with variables s and t, and set s + t = 2u, s − t = 2w. Since sin s + sin t = 2 sin u cos w, the average over u gives J_{2m}(2a cos w). Thus J_m²(a) is the average of J_{2m}(2a cos w) over w, which equals the average of J_{2m}(2a sin(θ/2)) over θ. With a = κd,

ratio = 1 − J₀²(κd) − cos(2φ_d) J₁²(κd).

For our dipole κd = 175 and the ratio is 0.999. With the Thomas-Fermi factor kept it is 0.995, and with the strain potential multiplied by exp(−q²b²/2) it is 0.97. The small angles that pairing weakens carried little of the momentum loss. At κd = 1 and 45° the ratio would be 0.41, but such a dipole would be 0.06 nm long, shorter than b, so this limit is formal here.

**Q:** Real dislocations have cores. Do those cancel too?

**A:** Not their even part. Suppose one line has V₊(q) = S(q) + iA(q), with S real and even, and A = Λq_y/q². Half a turn gives V₋(q) = S − iA, and

V_pair = (S+iA)e^{−iq·d/2} + (S−iA)e^{iq·d/2} = 2[S cos(q·d/2) + A sin(q·d/2)].

For a short-range core S is finite at q = 0, so the divergence is still removed, but the forward value changes. For arrival along x the amplitude tends to 2S + Λd_y.

As an assumed size, let each core dilate an area b². Then S = (2/3)E_F b² = 0.65 eV nm², and

2S/(Λd⊥) = 1.30/7.33 = 0.18.

The forward width is multiplied by 1.18² = 1.39 if the +b line is the upper one. The region between the lines is then dilated, and the cores add to it. With the +b line below, the factor is 0.68. These are Born values. If the dilation is packed into an area of only b², the potential there is (2/3)E_F, which is not weak, so the Born factors overstate the effect. Beyond the Born approximation they come out near 1.28 and 0.77 for a Gaussian core of effective area b² (paraxial propagation) and near 1.16 and 0.87 for a uniform disc of area b² (exact partial waves added to the strip).

In the same approximation, the core of one line equals the strain term, taken at its largest over directions of q, at q = Λ/S = 1.6 nm⁻¹, about 5° here. Beyond that angle this core would dominate for as long as S(q) stays near its value at q = 0, so the ratio 0.999 describes strain scattering alone.

**Q:** How far is all this from my interconnect at room temperature?

**A:** I assumed 5×10¹⁴ dipoles per m², which stands for heavily deformed metal and is high for a well-annealed line. For the electron of the example, arriving along x with κ = k_F, the mean free path from the pairs is 1/(5×10⁻⁴ nm⁻² × 4.27 nm) = 468 nm, against roughly 20 nm from phonons. If the two rates simply add, strain scattering by the pairs is a few percent of the phonon rate. Cores and the phonon blur described next change this share, and it differs for other directions of motion.

Phonons also blur the electron's wavevector by about 1/(20 nm), which is 23% of the crossover value π/(2d⊥) = 0.22 nm⁻¹. The suppression is therefore less sharp than calculated, and the widths per angle listed above, which assume a sharp wavevector, can change substantially. This matters most below about 0.16°, where q is smaller than the blur, and it affects the pair as well as the independent lines. If the component of q along the beam is given a Lorentzian spread of half-width 1/(20 nm), the values at 0.1° fall from 3630 and 84 to about 950 and 32 nm/rad. Their ratio moves only from 0.023 to 0.033, and the crossover stays at 0.73°. This blur and the core correction (30 to 40% in the Born approximation, roughly 13 to 28% beyond it) are the largest of the errors I have sized for the forward scattering. At the crossover, the incompleteness of screening changes the potential by about 0.01%, and the thermal spread of the wavevector is of order k_BT/(2E_F), about 0.1%.

The resistivity is where the strain model falls short. From ρ = m/(ne²τ) and 1/τ = N v σ_tr, with N lines per area, all electrons treated as having κ = k_F and the current flowing across the lines,

ρ/N = ħk_F σ_tr/(ne²) = 3.5×10⁻²⁷ Ω m³.

Measured values for aluminium are very roughly 10⁻²⁵ Ω m³, tens of times larger. Incomplete screening at large q widens the gap: at q = 2k_F the Thomas-Fermi factor 1/(1 + q²/q_TF²), only a rough guide at such large q, leaves 0.26 of the potential used here. Averaging over k_z on the Fermi sphere, still in the Born approximation, raises the estimate to 5.2×10⁻²⁷ Ω m³, and including the screening factor brings it to 2.3×10⁻²⁷ Ω m³. Large-angle scattering by the cores is a plausible source of the difference, though this calculation does not establish it. Pairing should therefore not be counted on to lower the resistivity when d is many electron wavelengths. What it does reduce, compared with two independent lines, is the scattering through angles below about π/(2κd⊥), provided the electron arrives close neither to ±y nor to the direction of d. Cores move this limit, most for arrivals near those directions. Near ±y the strain term is small, and the core amplitudes of the two lines add, so the pair can scatter more than two independent lines. The full set of values is in the numerical output.

Calculated quantities

```
INPUTS (rough aluminium values)
electron density = 180 nm^-3
Burgers length b = 0.29 nm, Poisson ratio = 0.35
dipole length d = 10.0 nm at 45 deg
dipole density = 5.0e+14 m^-2
phonon mean free path = 20 nm at 300 K
DERIVED
Fermi wavevector = 17.468 nm^-1
Fermi energy = 11.62 eV
strain strength Lam = 1.037 eV nm
phase step of one line = 0.779 rad
d perpendicular to beam = 7.071 nm
WIDTH PER ANGLE: angle, two independent, pair, pair/two
0.05 deg: 1.453e+04 nm/rad, 84.27 nm/rad, 0.0058
0.10 deg: 3633 nm/rad, 83.95 nm/rad, 0.0231
0.20 deg: 908.3 nm/rad, 82.84 nm/rad, 0.0912
0.50 deg: 145.3 nm/rad, 75.95 nm/rad, 0.5226
1.00 deg: 36.33 nm/rad, 55.81 nm/rad, 1.5363
1.40 deg: 18.54 nm/rad, 36.83 nm/rad, 1.9871
forward limit of pair = 84.42 nm/rad
crossover angle (q.d = pi/2) = 0.729 deg
crossover wavevector = 0.2221 nm^-1
TOTALS
pair total width, integrated = 4.274 nm
pair total width, step^2*d_perp = 4.295 nm
line spacing used as cutoff length = 31.6 nm
two independent lines, q > 1/spacing = 12.21 nm
mean free path from pairs = 468 nm
momentum-loss width of one line = 0.00869 nm
momentum-loss ratio pair/two = 0.99925
same ratio for k*d = 1 = 0.414
strain resistivity per line density = 3.47e-27 ohm m^3
NEGLECTED EFFECTS
all orders/Born, propagated wave = 0.9450
all orders/Born, strip formula = 0.9504
step 1.5 rad: propagated 0.8170, strip 0.8260
core strength for dilated area b^2 = 0.652 eV nm^2
core/strain forward amplitude of pair = 0.178
forward width factor, d_y > 0 = 1.387
forward width factor, d_y < 0 = 0.676
core equals strain (one line) at q = 1.59 nm^-1
Thomas-Fermi wavevector = 20.50 nm^-1
screening factor at crossover = 0.99988
screening factor at q = 2 kF = 0.256
phonon blur/crossover q = 0.225
thermal spread kT/(2 EF) = 0.00111
phase step at half the in-plane k = 1.559 rad
```
